# Energy Gain of a Harmonically Bound Electron from an Ion's Force Pulse

## The energy gain from a uniform pulse

An ion passing through matter loses energy to bound electrons, and a wrong count of the energy each electron takes up gives a wrong loss for the ion. Consider an electron in level \(n\) of a harmonic well, struck by a weak force pulse. Its probability of rising one level is proportional to \(n+1\). If only the upward jumps are counted, an electron in level 5 appears to take six times as much energy as one in level 0. That conclusion is false, because downward jumps return the surplus. The opposite simplification fails too. If the electron is treated as free and at rest, a long, gentle pulse that pushes it aside and lets it return is credited with a large energy transfer.

Both errors are removed by one formula. Let the electron have mass \(m\) and move in one dimension in a well of angular frequency \(\omega_0\). Its Hamiltonian without the ion is

\[
H_0=\frac{p^2}{2m}+\frac{1}{2}m\omega_0^2x^2 ,\qquad [x,p]=i\hbar .
\]

The ion adds the potential energy \(-F(t)x\). The force is minus the derivative of this energy with respect to \(x\), which is \(+F(t)\). It has the same value at every \(x\), and this is what "spatially uniform" means. The function \(F(t)\) is real and prescribed: the ion follows a given path and does not respond to the electron. Suppose first that the force vanishes before a time \(t_0\) and after a time \(t_1\). Define

\[
F(\omega)=\int_{-\infty}^{\infty}F(t)\,e^{i\omega t}\,dt ,\qquad f\equiv F(\omega_0).
\]

The complex number \(f\) has the unit of momentum. The claim is that if the electron starts in a stationary state of \(H_0\), its mean energy rises by

\[
\Delta E=\frac{|F(\omega_0)|^2}{2m},
\]

whichever stationary state that is and however strong the pulse. This is the gain, not the final energy: the final mean energy is \(\hbar\omega_0(n+\tfrac12)+\Delta E\).

The proof uses a combination of momentum and position that has a simple motion:

\[
C=p-im\omega_0x,\qquad C^\dagger=p+im\omega_0x .
\]

Multiply the two, keeping the order of the operators:

\[
C^\dagger C=p^2-im\omega_0\,px+im\omega_0\,xp+m^2\omega_0^2x^2 .
\]

The last term is positive because \((i)(-i)=1\). The middle terms combine into \(im\omega_0[x,p]=im\omega_0(i\hbar)=-m\hbar\omega_0\). The remaining terms are \(2mH_0\). Therefore

\[
H_0=\frac{C^\dagger C}{2m}+\frac{\hbar\omega_0}{2}.
\]

To follow the energy it is enough to follow \(C\). Let \(U(t)\) carry the state from \(t_0\) to \(t\), so that \(i\hbar\,dU/dt=HU\) with \(H=H_0-F(t)x\). In the Heisenberg picture the state stays fixed and an operator \(A\) becomes \(A(t)=U^\dagger AU\). For an \(A\) without explicit time dependence, the derivatives \(dU/dt=-iHU/\hbar\) and \(dU^\dagger/dt=iU^\dagger H/\hbar\) give

\[
\frac{dA(t)}{dt}=\frac{i}{\hbar}\,U^\dagger[H,A]\,U .
\]

For the position, \([p^2,x]=p[p,x]+[p,x]p=-2i\hbar p\), so \([H,x]=-i\hbar p/m\). For the momentum, \([x^2,p]=2i\hbar x\), so \([H,p]=i\hbar m\omega_0^2x-i\hbar F\). Multiplication by \(i/\hbar\) gives

\[
\frac{dx}{dt}=\frac{p}{m},\qquad \frac{dp}{dt}=-m\omega_0^2x+F(t).
\]

These have the form of Newton's equations, but \(x\) and \(p\) are operators. Combine them:

\[
\frac{dC}{dt}=-m\omega_0^2x+F(t)-i\omega_0p
=-i\omega_0\left(p-im\omega_0x\right)+F(t).
\]

The second form is correct because \((-i\omega_0)(-im\omega_0x)=-m\omega_0^2x\). Hence \(dC/dt=-i\omega_0C+F(t)\). Multiplying by \(e^{i\omega_0t}\) removes the free rotation:

\[
\frac{d}{dt}\left[C(t)e^{i\omega_0t}\right]
=e^{i\omega_0t}\left(\frac{dC}{dt}+i\omega_0C\right)
=F(t)e^{i\omega_0t}.
\]

Integrate from \(t_0\) to \(t_1\). Since the force is zero outside this interval, the integral on the right is \(f\), and

\[
C(t_1)e^{i\omega_0t_1}=D+f,\qquad D\equiv C(t_0)e^{i\omega_0t_0}.
\]

The pulse has added a number to an operator. This is the point at which uniformity and harmonic binding enter: the added term does not depend on where the electron is or how it moves.

The phase factor cancels in \(C^\dagger C\), so the energy operator after the pulse is

\[
H_0(t_1)=\frac{(D^\dagger+f^*)(D+f)}{2m}+\frac{\hbar\omega_0}{2}
=H_0(t_0)+\frac{|f|^2}{2m}+\frac{f^*D+fD^\dagger}{2m}.
\]

Here \(D^\dagger D=C^\dagger(t_0)C(t_0)\) has been used to recover the initial energy. The mean values \(\langle D\rangle\) and \(\langle D^\dagger\rangle\) are complex conjugates, and a number plus its conjugate is twice its real part. For any initial state with finite mean energy,

\[
\Delta E=\frac{|f|^2}{2m}+\frac{1}{m}\,\mathrm{Re}\left[f^*\langle D\rangle\right].
\]

It remains to show that the second term vanishes for a stationary state. With \([H_0,p]=i\hbar m\omega_0^2x\) and \([H_0,x]=-i\hbar p/m\),

\[
[H_0,C]=i\hbar m\omega_0^2x-im\omega_0\left(-\frac{i\hbar p}{m}\right)
=i\hbar m\omega_0^2x-\hbar\omega_0p=-\hbar\omega_0C .
\]

Take the mean of both sides in a state with \(H_0|n\rangle=E_n|n\rangle\). On the left, \(H_0\) acts to one side or the other and gives \(E_n\langle C\rangle-E_n\langle C\rangle=0\). On the right stands \(-\hbar\omega_0\langle C\rangle\). Hence \(\langle C\rangle=0\), so \(\langle D\rangle=0\), and the result is proved. No power of \(F\) was dropped. A statistical mixture of levels, such as a thermal one, has the same gain, since it averages equal numbers.

A force with long tails is covered if \(\int|F(t)|\,dt\) is finite. The integral that defines \(f\) then converges, and the result holds in the limit \(t_0\to-\infty\), \(t_1\to\infty\).

The formula has a classical reading. After the pulse, an electron that began in a stationary state has \(\langle C\rangle=fe^{-i\omega_0t}\), so its mean position and momentum oscillate like those of a classical particle that was at rest before the pulse. That particle has the energy \(|f|^2/(2m)\). The deviation \(C-\langle C\rangle\) obeys the equation without \(F\), because the force cancels in the difference. The energy stored in quantum fluctuations is therefore unchanged, and the whole gain is energy of the mean motion. Since it cannot be negative, a uniform pulse cannot on average extract energy from a stationary state of this well.

The puzzle of the upward jumps can now be settled for a weak pulse. From the definitions,

\[
[C,C^\dagger]=im\omega_0[p,x]-im\omega_0[x,p]=2m\hbar\omega_0 .
\]

In level \(n\), the expression for \(H_0\) gives \(\langle C^\dagger C\rangle=2m\hbar\omega_0n\), and the commutator then gives \(\langle CC^\dagger\rangle=2m\hbar\omega_0(n+1)\). The relation \([H_0,C]=-\hbar\omega_0C\) shows that \(C\) lowers the energy by one quantum and \(C^\dagger\) raises it by one. Since \(x=(C^\dagger-C)/(2im\omega_0)\), the position connects neighbouring levels, with

\[
|\langle n+1|x|n\rangle|^2=\frac{\langle CC^\dagger\rangle}{4m^2\omega_0^2}=\frac{\hbar(n+1)}{2m\omega_0},\qquad
|\langle n-1|x|n\rangle|^2=\frac{\hbar n}{2m\omega_0}.
\]

To first order in the force, the amplitude for a jump from \(n\) to \(l\) is \((i/\hbar)\langle l|x|n\rangle F(\omega_{ln})\), where \(\omega_{ln}=(E_l-E_n)/\hbar\). For neighbouring levels this frequency is \(\pm\omega_0\). Because \(F(t)\) is real, \(|F(-\omega_0)|=|F(\omega_0)|\). The two probabilities are

\[
P_{\rm up}=\frac{(n+1)|f|^2}{2m\hbar\omega_0},\qquad
P_{\rm down}=\frac{n|f|^2}{2m\hbar\omega_0}.
\]

The mean gain is \(\hbar\omega_0(P_{\rm up}-P_{\rm down})=|f|^2/(2m)\). The higher level absorbs more and also gives back more, and the difference does not depend on \(n\).

The spread of the energy does depend on \(n\). Write \(B=(f^*D+fD^\dagger)/(2m)\), so that the final energy operator is \(H_0(t_0)+\Delta E+B\). In level \(n\), \(\langle B\rangle=0\), and the variance is the mean of \([(H_0(t_0)-E_n)+B]^2\). Every term containing \(H_0(t_0)-E_n\) has this factor at its left or right end, where it acts on \(|n\rangle\) and gives zero. What remains is

\[
\langle B^2\rangle=\frac{|f|^2\langle DD^\dagger+D^\dagger D\rangle+f^{*2}\langle D^2\rangle+f^2\langle D^{\dagger2}\rangle}{4m^2}.
\]

The last two means vanish because \(D^2\) and \(D^{\dagger2}\) change the energy by two quanta. The first mean is \(2m\hbar\omega_0(2n+1)\). The variance is therefore

\[
(\delta E)^2=(2n+1)\,\hbar\omega_0\,\frac{|F(\omega_0)|^2}{2m}.
\]

A strong pulse shows these statements in numbers. In model units take \(\hbar=0.8\), \(m=1.7\), \(\omega_0=1.3\) and

\[
F(t)=F_0(1+st)e^{-t^2/(2\tau^2)},\qquad F_0=1.5,\quad s=0.5,\quad \tau=0.8 .
\]

Completing the square gives \(\int e^{-t^2/(2\tau^2)}e^{i\omega t}dt=\tau\sqrt{2\pi}\,e^{-\omega^2\tau^2/2}\). A factor \(t\) in the integrand is produced by \(-i\,d/d\omega\), which multiplies this result by \(i\omega\tau^2\). Hence

\[
\frac{|f|^2}{2m}=\frac{\pi F_0^2\tau^2}{m}\,e^{-\omega_0^2\tau^2}\left(1+s^2\omega_0^2\tau^4\right)=1.0584 ,
\]

slightly more than the level spacing of 1.04. The Schrödinger equation was also solved numerically on a grid of 129 positions from \(-8\) to \(8\), by alternating short steps of free oscillation with short kicks from the force. For \(n=0,1,2\) and \(5\) the mean gain is 1.0584 each time, while the energy spread grows from 1.049 to 1.817, 2.346 and 3.480.

If the electron starts in an equal superposition of levels 0 and 1, it has a mean position that swings to and fro, and \(\langle D\rangle\ne0\). For one choice of the relative sign, set at \(t=-8\), the cross term is 1.028 and the numerical gain is 2.086, the sum of 1.058 and 1.028. The other sign reverses \(\langle D\rangle\) and leaves a gain of about 0.03. A swinging electron can be pushed with its motion or against it. In a stationary state no phase of the swing is preferred.

Harmonic binding matters as well. With an added potential \(0.3x^4\), the equation for \(dp/dt\) acquires the operator \(-1.2x^3\), and the pulse no longer adds a mere number to \(C\). For the same pulse, the numerical gain is then 0.800 from level 0 and 0.297 from level 3.

## The pulse of a passing ion

From the first half, an electron of mass \(m\) in a harmonic well of frequency \(\omega_0\), started in a stationary state, gains the mean energy \(|F(\omega_0)|^2/(2m)\) from a uniform force pulse, where \(F(\omega)=\int F(t)e^{i\omega t}dt\). In level \(n\) the variance of the energy after the pulse is \((2n+1)\hbar\omega_0\) times that gain. The proof rested on \(C=p-im\omega_0x\), which obeys \([H_0,C]=-\hbar\omega_0C\) and is shifted by the number \(F(\omega_0)\), apart from a phase.

An ion pulls in a direction that turns as it passes, so three dimensions are needed. Let the well be isotropic, with the same \(\omega_0\) along each axis. Then \(H_0\) is a sum of three one-dimensional Hamiltonians, each axis has its own \(C_i=p_i-im\omega_0x_i\), and each \(C_i\) is shifted by its own \(F_i(\omega_0)\). The relation \([H_0,C_i]=-\hbar\omega_0C_i\) holds with the full \(H_0\), so \(\langle C_i\rangle=0\) in every energy eigenstate, including combinations of states with equal energy. The gains add:

\[
\Delta E=\frac{1}{2m}\sum_i|F_i(\omega_0)|^2 .
\]

Now let an ion of charge \(Ze\) move along a straight line at constant speed \(v\), with closest distance \(b\) from the centre of the well. Take the first axis along the path and the second towards the ion at closest approach. The ion is at \(\mathbf R=(vt,b,0)\). With \(k=Ze^2/(4\pi\varepsilon_0)\), the energy of the electron at \(\mathbf r\) in the ion's field is \(-k/|\mathbf R-\mathbf r|\). For \(r\ll R\), expand the inverse distance:

\[
-\frac{k}{|\mathbf R-\mathbf r|}=-\frac{k}{R}-\frac{k\,\mathbf R\cdot\mathbf r}{R^3}
-\frac{k\left[3(\mathbf R\cdot\mathbf r)^2-R^2r^2\right]}{2R^5}-\cdots
\]

The first term does not act on the electron's position and changes only the phase of its state. The second has the form \(-\mathbf F\cdot\mathbf r\) with \(\mathbf F=k\mathbf R/R^3\), an attraction towards the ion. The later terms describe the variation of the force across the orbit. Dropping them is the uniform-force approximation, which requires an orbit small compared with \(b\). If the electron starts in an excited state with motion along the path or towards the ion, the orbit must also be small compared with \(v/\omega_0\). The reason is that the part of the force oscillating at frequency \(\omega_0\) varies over that length in these two directions, however distant the ion is. The components of the force are

\[
F_\parallel(t)=\frac{kvt}{(b^2+v^2t^2)^{3/2}},\qquad
F_\perp(t)=\frac{kb}{(b^2+v^2t^2)^{3/2}} .
\]

They fall off as \(1/t^2\) and \(1/|t|^3\), so both are integrable. Put \(u=vt/b\). Then \(dt=(b/v)\,du\) and \(\omega_0t=\xi u\), where

\[
\xi=\frac{\omega_0b}{v}
\]

compares the duration of the passage, about \(b/v\), with the time scale \(1/\omega_0\) of the electron. The perpendicular force is even in time and keeps the cosine of \(e^{i\xi u}\). The parallel force is odd and keeps \(i\) times the sine. Collecting the powers of \(b\) and \(v\) gives

\[
F_\perp(\omega_0)=\frac{2k}{bv}\,I(\xi),\qquad F_\parallel(\omega_0)=\frac{2ik}{bv}\,J(\xi),
\]

\[
I(\xi)=\int_0^\infty\frac{\cos\xi u}{(1+u^2)^{3/2}}\,du,\qquad
J(\xi)=\int_0^\infty\frac{u\sin\xi u}{(1+u^2)^{3/2}}\,du .
\]

Both integrals can be expressed through the modified Bessel functions, defined for \(\xi>0\) by

\[
K_0(\xi)=\int_0^\infty\frac{\cos\xi u}{\sqrt{1+u^2}}\,du,\qquad K_1(\xi)=-\frac{dK_0}{d\xi}.
\]

For \(J\), note that \(u(1+u^2)^{-3/2}\) is minus the derivative of \((1+u^2)^{-1/2}\), and integrate by parts:

\[
J=\left[-\frac{\sin\xi u}{\sqrt{1+u^2}}\right]_0^\infty+\xi\int_0^\infty\frac{\cos\xi u}{\sqrt{1+u^2}}\,du=\xi K_0(\xi).
\]

The bracket is zero at both ends. For \(I\), multiply numerator and denominator in the definition of \(K_0\) by \(1+u^2\):

\[
K_0=\int_0^\infty\frac{(1+u^2)\cos\xi u}{(1+u^2)^{3/2}}\,du=I+\frac{dJ}{d\xi}.
\]

The derivative may be taken under the integral because the oscillating integral that results converges uniformly on any range of \(\xi\) that stays away from zero. But \(J=\xi K_0\) gives \(dJ/d\xi=K_0-\xi K_1\). Inserting this leaves \(I=\xi K_1\). Thus

\[
|F_\perp(\omega_0)|=\frac{2k}{bv}\,\xi K_1(\xi),\qquad
|F_\parallel(\omega_0)|=\frac{2k}{bv}\,\xi K_0(\xi),
\]

\[
\Delta E=\frac{2k^2}{mb^2v^2}\,\xi^2\left[K_1^2(\xi)+K_0^2(\xi)\right].
\]

Two limits show what the bracket does. For a fast or close passage, \(\xi\to0\), the integral \(I\) tends to \(\int_0^\infty(1+u^2)^{-3/2}du=[u/\sqrt{1+u^2}]_0^\infty=1\), and \(J\) tends to zero. The gain becomes \(2k^2/(mb^2v^2)\), the energy of a free electron given the sideways momentum \(2k/(bv)\). The binding has no time to act, and the parallel pull before closest approach cancels the one after it.

For a slow or distant passage, \(\xi\gg1\). Differentiating \(I\) under the integral gives \(dI/d\xi=-J\), that is, \(d(\xi K_1)/d\xi=-\xi K_0\). With \(K_1=-K_0'\) this becomes \(K_0''+K_0'/\xi=K_0\). The substitution \(K_0=g/\sqrt\xi\) turns it into \(g''=[1-1/(4\xi^2)]g\), whose decaying solution behaves as \(e^{-\xi}\) at large \(\xi\). Both \(K_0\) and \(K_1\) then fall as \(e^{-\xi}/\sqrt\xi\), and at fixed \(b\) and \(v\) the gain falls as \(\xi e^{-2\xi}\). The electron follows the slowly changing force and returns almost to its initial state. The distance \(v/\omega_0\) thus sets the reach of the ion.

The same relations give the loss along a path through many such electrons. Let them have number density \(N\), act independently, and lie at random distances beyond some \(b_0\) much larger than their orbits. Let the ion also be fast enough that the orbits are small compared with \(v/\omega_0\), so that the uniform-force approximation holds. The ion's mean energy loss per unit length is \(S=N\int_{b_0}^\infty\Delta E\,2\pi b\,db\). With \(db/b=d\xi/\xi\) and \(\xi_0=\omega_0b_0/v\),

\[
S=\frac{4\pi Nk^2}{mv^2}\int_{\xi_0}^\infty\xi\left(K_0^2+K_1^2\right)d\xi
=\frac{4\pi Nk^2}{mv^2}\,\xi_0K_0(\xi_0)K_1(\xi_0).
\]

The integral follows from the product rule. Since \(K_0'=-K_1\) and \((\xi K_1)'=-\xi K_0\), the derivative of \(K_0\cdot\xi K_1\) is \(-\xi K_1^2-\xi K_0^2\), and the product vanishes at infinity. Within this model, the distant part of the stopping needs no knowledge of which levels the electrons occupy.

For a worked example, let a proton of 1.0 MeV pass a free fluorine atom at \(b=0.60\) nm, and represent one outer electron by an isotropic oscillator with \(\hbar\omega_0=20\) eV. Then \(\omega_0=30.385\) rad/fs. The proton's kinetic energy gives \(v=13.841\) nm/fs, so the passage time \(b/v\) is 0.0433 fs and

\[
\xi=\frac{30.385\times0.60}{13.841}=1.317 .
\]

The passage is neither sudden nor slow on the electron's time scale. With \(k=1.43996\) eV nm, the peak force \(k/b^2\) is 4.00 eV/nm. Numerical values of the Bessel functions are \(K_0(\xi)=0.27193\) and \(K_1(\xi)=0.36300\). The perpendicular component is

\[
|F_\perp(\omega_0)|=\frac{2\times1.43996\times1.3172\times0.36300}{0.60\times13.841}=0.1658\ \text{eV fs/nm},
\]

and replacing \(K_1\) by \(K_0\) gives \(|F_\parallel(\omega_0)|=0.1242\) eV fs/nm. In these units the electron mass is 5.68563 eV fs²/nm², so

\[
\Delta E=\frac{0.1658^2+0.1242^2}{2\times5.68563}\ \text{eV}=3.77\ \text{meV}.
\]

Of this, 2.42 meV comes from the perpendicular force and 1.36 meV from the parallel one. The mean is far below one quantum of 20 eV: on average \(1.9\times10^{-4}\) quanta are gained per passage. Most passages leave a ground-state electron unexcited, and a rare one transfers a full quantum. The spread in energy is accordingly much larger than the mean. From the ground state it is \(\sqrt{20\times0.0037745}=0.27\) eV. If the electron starts with one quantum of motion towards the ion, the perpendicular part of the variance is tripled, and the spread is 0.415 eV. The mean gain is the same in both cases as long as the force is uniform.

How uniform is it? The ground state has an rms width of 0.0436 nm along each axis, about 7 % of \(b\). To find the effect on the gain, the three-dimensional Schrödinger equation was solved numerically with the ion's full Coulomb potential, in a basis of oscillator states with up to six quanta. The far tail of the force was switched off smoothly. The same calculation with a uniform force gives 3.775 meV for each initial state. Relative to that value, the full potential raises the gain by 1.6 % for the ground state. With one initial quantum along the path, towards the ion, or normal to both, the changes are \(+0.7\) %, \(+7.8\) % and \(-1.1\) %. Independence of the initial state is lost at this level.

Between 0.3 and 0.4 percentage points of each change would reverse sign with the ion's charge and come from higher orders in its potential. The rest can be understood to first order. The linear term in \(\mathbf r\) reverses the parity of the electron's state and the quadratic term preserves it. They lead to different final states, so their amplitudes do not interfere, and the quadratic term contributes through its square. The cubic term reverses the parity, as the linear one does, and can interfere with it when the electron starts in one of the excited states used here. From the ground state it cannot, because the linear term leads to states with one unit of angular momentum and the cubic term to states with three. Both corrections are of relative order (orbit size\(/b)^2\) at fixed \(\xi\). When \(b\) and \(v\) are doubled together, which keeps \(\xi\) and the orbit fixed, the largest change among the four states falls from 7.82 % to 1.85 %, a factor of 4.2, close to the 4 of this estimate.

The choice of oscillator energy matters more. At the same \(b\) and \(v\), a quantum of 15 eV gives 5.8 meV and one of 30 eV gives 1.4 meV. Magnetic and relativistic corrections are of order \(v^2/c^2=0.002\). The electron's gain is \(4\times10^{-9}\) of the proton's energy, so treating the proton's speed as constant is well justified for this energy transfer.

Set beside the real case, 20 eV is a round value near the binding energy of fluorine's outer electrons, which is roughly 17 eV. The binding energy is a threshold, however, and most of the atom's dipole absorption lies well above it. Five to seven equal oscillators that reproduce the atom's static polarizability, between 3 and 4 atomic units, need a quantum of roughly 30 to 42 eV. The formula then gives only about 0.4 to 1.4 meV per electron, so the value for 20 eV is probably several times too large for an average outer electron. The atom here is taken to be isolated, as in a dilute gas. In a solid target, neighbouring atoms would screen the ion, and many electrons would lie closer to its path than 0.60 nm. The assumption that a real atom breaks most plainly is the single frequency: its electron has many transition energies and can leave the atom altogether. The values for 15 and 30 eV show that moving the one frequency over this range changes the gain by a factor of about four. The model also omits capture of the electron by the proton and the response of the atom's other electrons, and neither has been sized here. The 3.77 meV is therefore the result for one model electron, not a stopping value for fluorine.
